Spin mixing at L edges and the limits of spin-conserving single excitations

**Q:** I measure L edges of 3d ions with unpaired electrons. The dipole operator does not act on spin, so why should I care about final states whose spin differs from that of the ground state?

**A:** Let me fix the setting first. The ion has a filled 2p shell and a high-spin 3dⁿ ground term of spin S, and absorption leads to 2p⁵3dⁿ⁺¹. I set ħ = 1 and neglect spin-orbit coupling in 3d. The final-state Hamiltonian is

H = H_C + H_so, H_so = ζ Σᵢ lᵢ·sᵢ (2p electrons),

where H_C is spin-free. The dipole operator is

D = Σ d_vc (a†_v↑ a_c↑ + a†_v↓ a_c↓),

with c a 2p orbital and v a 3d orbital. Both spins enter with the same coefficient, so D commutes with the total spin. The bright state B = D|S,M⟩ therefore has spin S, as you say.

But B is not an eigenstate of H. The lines are the eigenstates f of H, with strengths |⟨f|B⟩|². A line needs some spin-S content to be seen, and it may contain other spins as well. Those spins then shift energies and redistribute strength.

**Q:** Which other spins can H_so bring in?

**A:** Its spin part is a vector. The three components of a vector operator, applied to the 2S+1 members of a multiplet, transform like spin 1 coupled to spin S:

1 ⊗ S = (S−1) ⊕ S ⊕ (S+1).

For S = 1/2 the first term is missing, and for S = 0 only spin 1 remains. This rule covers one action of H_so. Repeating H_so alone adds nothing: for the single 2p hole its only eigenvalues are −ζ/2 and +ζ (shown below), so H_so² = ζ²/2 + (ζ/2)H_so. Further spins are reached when H_so acts again after the p–d exchange in H_C has changed the spin of the 3d shell, if the configuration has them: for 3d⁴, with S = 2, the final configuration also contains spin 0.

The configuration can also remove a term. Spin S+1 needs 2S+2 singly occupied orbitals: the core orbital, the 2S original open shells and one newly filled orbital. So an empty 3d orbital must exist. From high-spin 3d⁵ onwards there is none, and S+1 is absent from the 2p→3d edge.

**Q:** How much goes to each spin?

**A:** Treat the 2p⁵ shell as one hole with orbital momentum l = 1 and spin s = 1/2. A filled shell has zero spin-orbit energy, so removing an electron reverses the sign:

H_so = −ζ l·s.

Since l·s is 1/2 for j = 3/2 and −1 for j = 1/2, the hole levels are −ζ/2 (L₃) and +ζ (L₂).

I sum strengths over polarization, average over M and normalize the total to one. In ‖H_so B‖², the average over M makes the spin factors isotropic: products of different components s_a and s_b average to zero, and s_x², s_y² and s_z² each give s²/3. The orbital factors need not be equal, but they add up to l_x² + l_y² + l_z² = l². With l² = 2 and s² = 3/4,

‖H_so B‖² = ζ² · 2 · (1/3)(3/4) = ζ²/2.

The same symmetry lets me divide this among final spins by looking at s alone. There are two kinds of excitation.

First, let the electron go to an empty orbital v. The electron left in c and the one in v form a singlet, because a spin-free operator acted on a closed pair. The vector s turns this singlet into a triplet. Together with the open shells this gives 3(2S+1) orthogonal product states, all with equal weight after averaging. Of these dimensions, 2S′+1 belong to spin S′, so for S > 0

share(S′) = (2S′+1)/[3(2S+1)].

For S = 0 everything goes to the triplet.

Second, let the electron go to a half-filled orbital o and pair up there. The core spin is now parallel to the other 2S−1 open spins, so

s·S = s² + s·S_rest = 3/4 + (1/2)(S − 1/2) = (S+1)/2.

Within spin S, a vector operator acts as gS, where

g = (s·S)/[S(S+1)] = 1/(2S).

The squared norm that stays in spin S is g²S(S+1) = (S+1)/(4S). Dividing by s² = 3/4 gives

share(S) = (S+1)/(3S), share(S−1) = 1 − (S+1)/(3S) = (2S−1)/(3S).

There is no S+1 part, since just 2S orbitals are singly occupied.

Each vacancy in the 3d shell receives the same summed dipole strength. For n ≤ 5 there are n vacancies in half-filled orbitals and 2(5−n) in empty ones. Different 3d occupations are orthogonal, and H_so does not change them, so the shares simply add with these weights.

For 3d², with S = 1, the weights are 2/8 and 6/8:

w(2) = (6/8)(5/9) = 5/12 ≈ 0.417
w(1) = (6/8)(1/3) + (2/8)(2/3) = 5/12 ≈ 0.417
w(0) = (6/8)(1/9) + (2/8)(1/3) = 1/6 ≈ 0.167.

More than half of what H_so does to the bright state leads out of spin 1. These shares were tested against explicit many-electron algebra for n = 0 to 9.

**Q:** Are there ions for which spin S alone would do?

**A:** Yes, 3d⁹. The final state 2p⁵3d¹⁰ has a single hole, so its spin can only be 1/2, and w(S) = 1. The full L₃–L₂ splitting is present without any other spin.

The opposite limit is 3d⁰. There S = 0 and w(S) = 0: a vector operator has no matrix elements between singlets. A calculation with singlets alone would show no spin-orbit effect at all. High-spin 3d⁵ lies between, with 0.47 in S, 0.53 in S−1 and nothing in S+1.

**Q:** My code starts from the high-spin determinant and uses single excitations that conserve spin. It does not impose a total spin. Doesn't it include these states automatically?

**A:** It does not. The reference has all open-shell electrons spin-up, so M = S. Spin-conserving excitations keep M = S. A state of spin S−1 has |M| ≤ S−1, so your space contains no part of it.

Spin S+1 does have a member with M = S. Take a hole in c and an electron in v, so that 2S+2 orbitals are singly occupied. Lowering the all-up state once gives, with suitable phases,

|S+1, M=S⟩ = (|↓ in c⟩ + |↓ in v⟩ + Σ_o |↓ in o⟩)/√(2S+2).

The excitation c↑→v↑ leaves the down electron in c, and c↓→v↓ puts it in v. These are your two singles. A determinant with the down spin in o requires c↓→o↓ together with o↑→v↑, which is a double excitation. Your space therefore holds at most the fraction

2/(2S+2) = 1/(S+1)

of an S+1 state. For S = 1 that is one half.

The normalized sum of the two singles shows the damage. Its weight is 1/(S+1) in spin S+1, and the rest is in spin S, because M = S forbids anything lower. Hence

⟨S²⟩ = S(S+1) + [(S+1)(S+2) − S(S+1)]/(S+1) = S(S+1) + 2.

For S = 1 this is 4, where a pure triplet has 2 and a pure quintet 6. For S = 0 the fraction is one, so a closed-shell reference does not have this problem: its singles contain the complete M = 0 triplet, and rotation supplies the other members.

**Q:** What would I see in the spectrum?

**A:** Switch off the Coulomb terms first. The correct levels are −ζ/2 and +ζ, with strengths 2:1. The projector on j = 3/2 is (2/3)(l·s + 1), and averaging over M makes the hole spin, and hence ⟨l·s⟩, vanish, so j = 3/2 receives 2/3 of the strength.

In your space the terms l₊s₋ and l₋s₊ drop out, because they change M. What remains is l_z s_z. Removing an electron with quantum numbers m and σ = ±1/2 costs −ζmσ, which gives three levels at −ζ/2, 0 and +ζ/2. For 3d² and ζ = 5 eV they lie at −2.5, 0 and 2.5 eV with nearly equal strengths, instead of −2.5 and 5 eV. I averaged over the two mirror-image determinants M_L = ±3, which treats +z and −z alike but still singles out the z axis. The numbers for the singles, here and below, therefore depend on this choice: the level positions do not and the widths only slightly, but the strength counted above a cut does strongly.

**Q:** And with the Coulomb interaction on?

**A:** Part of the effect can be stated without diagonalizing. Let P keep spin S alone. The centroid ⟨B|H|B⟩ does not change, because B lies inside the kept space. The second moment falls from ‖HB‖² to ‖PHB‖². Since H_C B still has spin S, the loss comes from H_so:

loss of variance = ‖(1−P)H_so B‖² = (ζ²/2)[1 − w(S)].

As an example I took a model 3d² ion with ground term ³F, ζ = 5 eV and Slater integrals F²_dd = 10, F⁴_dd = 6, F²_pd = 6, G¹_pd = 4 and G³_pd = 2 eV. Its 720 final states have spins 0, 1 and 2. The predicted loss is

12.5 eV² × 7/12 = 7.29 eV²,

and diagonalization gives 13.98 − 6.69 = 7.29 eV². The root-mean-square widths are:

- all spins: 3.74 eV
- spins 1 and 2: 3.45 eV
- spins 0 and 1: 2.96 eV
- spin 1 alone: 2.59 eV
- spin-conserving singles: 2.19 eV

The singles also lack many spin-1 states that H_C would mix in, so their deficit is not purely a spin-orbit one.

I also counted the strength more than ζ/4 above the centroid, which is midway between the bare L₃ and L₂ levels. It is 45% with all spins, 31% with spin 1 alone and 33% with the singles from M_L = ±3. The last number belongs to that reference: the determinants M_L = ±2 of the same ³F term give 51%, above the full value, while their width, 2.13 eV, stays close to 2.19 eV. With this cut, adding spin 0 to spin 1 while leaving out spin 2 lowers it from 31% to 28%, although the spectrum becomes broader; a higher cut can reverse the change. A partial repair thus need not improve every measure of the spectrum. The counted strength is not an L₂ intensity, because Coulomb coupling mixes the two edges.

**Q:** Could I treat the other spins as a small correction?

**A:** That works when ζ is small compared with the spacing between the coupled states of different spin. The admixed weight is then of order (ζ/spacing)². Here it is not small. Even in the simpler configuration 2p⁵3d¹, with the same integrals, the singlet and triplet P terms are only 5.3 eV apart, and the ³D term, which takes three quarters of the squared coupling from ¹P, lies only 2.9 eV away, against ζ = 5 eV. The 3d² ion has many more final terms, and some that H_so couples lie much closer together. Weighted by line strength, the final states of the 3d² ion contain 15% spin 0, 69% spin 1 and 16% spin 2. At a K edge the 1s hole has l = 0, and this mechanism is absent.

**Q:** Suppose I simply allow spin flips from my determinant. Is that enough?

**A:** It captures H_so B itself. H_so annihilates the filled 2p shell, so H_so D|S,M⟩ = [H_so, D]|S,M⟩, and the commutator of two one-electron operators is again a one-electron operator. The result is a single excitation that may flip the spin.

The trouble is that these singles do not span complete states of definite spin. Diagonalizing even H_C among them gives states of mixed spin (36 of 48 in the 3d² model), although H_C conserves total spin. Let T_q be the triplet excitation that changes M by q. For S = 1 the spin-0 state is, up to normalization,

T₋₁|1,1⟩ − T₀|1,0⟩ + T₊₁|1,−1⟩.

It needs all three members of the ground multiplet, and your determinant supplies just the first. In the 3d² model, spin-flip singles from that determinant miss 55% of the spin-0 part of H_so B, 39% of the spin-1 part and 16% of the spin-2 part. Singles from all M members miss nothing, within numerical precision. The overall width of the model spectrum hardly depends on this choice (3.64 against 3.66 eV), but the spin purity of the states does.

To keep the spins pure, apply singlet and triplet excitations to the whole ground multiplet, couple them to S−1, S and S+1, and diagonalize H_C + H_so among them. This is complete for one action of H_so on the bright state. It is not the full multiplet problem, since H_C, and H_so acting after it, lead to further states of 2p⁵3dⁿ⁺¹.

**Q:** How far can I carry this over to a real compound?

**A:** The spin rule and the failure of the singles survive a crystal field, which is spin-free, as long as the ground state is high-spin with negligible 3d spin-orbit coupling. For the shares, the 2:1 ratio and the lost variance, negligible means small against kT if the ground term is orbitally degenerate, because the coupling ties M to the orbital state and spoils the average over M. With ζ_3d = 27 meV in the ground state at 300 K, the free 3d² model has w(1) = 0.46 instead of 0.417, ‖(1−P)H_so B‖² = 6.1 eV² instead of 7.29 eV², and a bare L₃ share of 0.73 instead of 2/3; in an octahedral field of 2 eV the values are 0.43, 6.9 eV² and 0.69. The shares w(S′) also survive a crystal field, if the 3d orbitals stay pure and have a common radial function: summed over polarization, every vacancy still receives the same strength. Covalency can change them. The energies belong to this model, which has no crystal field, covalency or lifetime broadening. The numerical output lists the shares for every n and the spin content of the strongest levels.

Values computed for the example and the checks

```
Shares of H_so|bright> by final spin, explicit many-electron algebra
n=0 S=0.0: S-1 0.0000, S 0.0000, S+1 1.0000
n=1 S=0.5: S-1 0.0000, S 0.4074, S+1 0.5926
n=2 S=1.0: S-1 0.1667, S 0.4167, S+1 0.4167
n=3 S=1.5: S-1 0.2857, S 0.4286, S+1 0.2857
n=4 S=2.0: S-1 0.4000, S 0.4444, S+1 0.1556
n=5 S=2.5: S-1 0.5333, S 0.4667, S+1 0.0000
n=6 S=2.0: S-1 0.5000, S 0.5000, S+1 0.0000
n=7 S=1.5: S-1 0.4444, S 0.5556, S+1 0.0000
n=8 S=1.0: S-1 0.3333, S 0.6667, S+1 0.0000
n=9 S=0.5: S-1 0.0000, S 1.0000, S+1 0.0000
Spin-conserving singles: largest S+1 weight and largest <S^2>/hbar^2
n=0 S=0.0: S+1 weight 1.0000, <S^2> 2.0000 (pure S: 0.0000)
n=1 S=0.5: S+1 weight 0.6667, <S^2> 2.7500 (pure S: 0.7500)
n=2 S=1.0: S+1 weight 0.5000, <S^2> 4.0000 (pure S: 2.0000)
n=3 S=1.5: S+1 weight 0.4000, <S^2> 5.7500 (pure S: 3.7500)
n=4 S=2.0: S+1 weight 0.3333, <S^2> 8.0000 (pure S: 6.0000)
Model 3d2 ion, parameters in eV:
F2dd 10.0, F4dd 6.0, F2pd 6.0, G1pd 4.0, G3pd 2.0, zeta 5.0
Final states in all: 720 ; with spin 0, 1, 2: [120, 450, 150]
Singlet-triplet P splitting of 2p5 3d1: 5.3333 eV
No Coulomb, full: levels -2.500, 5.000 eV; strengths 0.6667, 0.3333
No Coulomb, singles: levels -2.500, 0.000, 2.500 eV; strengths 0.3229, 0.3542, 0.3229
Coulomb + spin-orbit; upper = strength above centroid + zeta/4
zeta/4 = 1.250 eV
spins (0, 1, 2): variance 13.9827 eV^2, width 3.7393 eV, upper 0.4502
spins (1,): variance 6.6911 eV^2, width 2.5867 eV, upper 0.3065
spins (0, 1): variance 8.7744 eV^2, width 2.9622 eV, upper 0.2800
spins (1, 2): variance 11.8994 eV^2, width 3.4496 eV, upper 0.4286
Variance lost with spin 1 only: 7.2917 eV^2
singles: variance 4.8007 eV^2, width 2.1911 eV, upper 0.3252
Strength-weighted spin 0, 1, 2 content: 0.1488, 0.6912, 0.1600
Strongest lower level: -4.058 eV from centroid, strength 0.0527,
   spin 0, 1, 2 content 0.0347, 0.7812, 0.1841
Strongest upper level: 3.847 eV from centroid, strength 0.0667,
   spin 0, 1, 2 content 0.0891, 0.6674, 0.2435
Part of first-order states missing from singles with spin flips:
spin 0: from M_S=S only 0.5513, from all M_S 0.0000
spin 1: from M_S=S only 0.3875, from all M_S 0.0000
spin 2: from M_S=S only 0.1620, from all M_S 0.0000
```
